# Why leakage-limited grain-boundary penetration can deepen on cooling

**Q:** I anneal pieces of a metal for the same time at different temperatures, with solute supplied at the surface. Could the cooler piece have the deeper profile along a grain boundary, although every diffusion coefficient is smaller there?

**A:** It could, because depth depends on a competition. The boundary carries solute inward while the crystal on both sides drains it away. If cooling weakens the drain enough, the solute that remains in the boundary gets farther.

To see how much is enough, take one straight boundary of width \(\delta\), running inward from the surface along \(y\). Its diffusivity is \(D_b\) and that of the crystal is \(D\). The crystal is initially free of solute, and the surface concentration is held constant. Let \(c(x,y,t)\) be the crystal concentration divided by its surface value, with \(x\) the distance from the boundary, and let \(u(y,t)=c(0,y,t)\). Segregation is dilute and in local equilibrium, so the boundary concentration is \(s\) times the adjoining crystal concentration. I compare separate isothermal anneals, not a cooling ramp.

A unit length of boundary stores \(s\delta u\). It gains solute by flow along \(y\), and each side removes \(-D\,\partial c/\partial x\). With two sides,
\[
s\delta\,\frac{\partial u}{\partial t}=s\delta D_b\frac{\partial^2u}{\partial y^2}+2D\left.\frac{\partial c}{\partial x}\right|_{x=0^+}.
\]
The last term is negative, since \(c\) falls away from the boundary. In the crystal I keep only sideways diffusion, \(\partial c/\partial t=D\,\partial^2c/\partial x^2\). That needs a boundary profile much longer than the crystal diffusion length \(\sqrt{Dt}\).

**Q:** How does the drain enter the depth?

**A:** Take the Laplace transform in time, with variable \(p\) and a bar for the transform. As the crystal starts empty, \(p\bar c=D\,\partial^2\bar c/\partial x^2\). The solution that vanishes far from the boundary is
\[
\bar c=\bar u\,e^{-x\sqrt{p/D}},\qquad
2D\left.\frac{\partial\bar c}{\partial x}\right|_{0^+}=-2\sqrt{Dp}\,\bar u .
\]
Put this into the boundary balance and collect terms:
\[
\frac{\partial^2\bar u}{\partial y^2}=\kappa^2\bar u,\qquad
\kappa^2=\frac{s\delta p+2\sqrt{Dp}}{s\delta D_b}.
\]
At the surface \(u=1\), whose transform is \(1/p\). Hence \(\bar u=e^{-\kappa y}/p\).

The two terms in \(\kappa^2\) are storage in the boundary and leakage into the crystal. At anneal time \(t\) the relevant \(p\) is of order \(1/t\), so their ratio is of order
\[
\theta=\frac{s\delta}{2\sqrt{Dt}} .
\]
Leakage controls the profile when \(\theta\ll1\). Drop the storage term and write \(p=q/t\), with \(q\) dimensionless:
\[
\kappa=\left[\frac{2\sqrt{D/t}}{s\delta D_b}\right]^{1/2}q^{1/4}=\frac{q^{1/4}}{L},
\qquad
L=\left(\frac{s\delta D_b}{2}\right)^{1/2}\left(\frac tD\right)^{1/4}.
\]
In the inverse transform \(dp/p=dq/q\), so time and depth enter only through \(y/L\):
\[
u=F\!\left(\frac yL\right),\qquad
F(\eta)=\frac1{2\pi i}\int e^{q-\eta q^{1/4}}\frac{dq}{q}.
\]
Expand \(e^{-\eta q^{1/4}}\) in powers of \(\eta\) and use Hankel's integral, \((2\pi i)^{-1}\int e^q q^{-z}dq=1/\Gamma(z)\), with \(z=1-n/4\):
\[
F(\eta)=\sum_{n=0}^{\infty}\frac{(-\eta)^n}{n!\,\Gamma(1-n/4)} .
\]
I define the depth \(y_{10}\) by \(u=0.1\). Solving \(F=0.1\) gives \(y_{10}=2.484\,L\). In this leakage limit, another fixed fraction changes the number but not the dependence on temperature. The temperature of greatest depth found below does depend on the fraction: it is 666 K for \(u=0.5\) and 688 K for \(u=0.01\).

**Q:** Why does the crystal diffusivity enter the depth only as \(D^{-1/4}\), and what does that mean for the temperature dependence?

**A:** The leak varies only as the square root of \(D\), and the depth as the inverse square root of the leak. After time \(t\), solute has spread sideways through a layer of thickness about \(\sqrt{Dt}\). The leak conductance per unit area is therefore about \(D/\sqrt{Dt}=\sqrt{D/t}\). A smaller \(D\) slows the flow, but it also leaves a thinner layer and a steeper gradient, which partly makes up for the slowing. The square of the depth is the boundary conductance divided by the leak conductance of two sides:
\[
L^2=\frac{s\delta D_b}{2\sqrt{D/t}} .
\]

Now insert the temperature dependences, with constant prefactors and width:
\[
D=D_0e^{-Q/kT},\quad D_b=D_{b0}e^{-Q_b/kT},\quad s=s_0e^{E_s/kT}.
\]
Here \(E_s>0\) means that solute is increasingly enriched in the boundary on cooling. At fixed \(t\),
\[
L\propto\exp\!\left[-\frac{Q_b}{2kT}+\frac{E_s}{2kT}+\frac{Q}{4kT}\right]
=e^{-E_L/kT},
\]
\[
E_L=\frac12\left(Q_b-E_s-\frac Q2\right).
\]
Cooling raises \(1/kT\). In the leakage limit the depth therefore grows on cooling if \(E_L<0\), that is, if
\[
Q_b-E_s<\frac Q2,
\]
and it shrinks if the inequality is reversed. The left side is the activation energy of the product \(s\delta D_b\), which is the boundary activation energy including segregation.

**Q:** Can you put numbers to it?

**A:** I use rough, rounded parameters in the regime of dilute silver in copper grain boundaries. For the crystal, \(D_0=0.60\ \mathrm{cm^2/s}\) and \(Q=2.0\) eV. For the boundary, \(D_{b0}=1.0\ \mathrm{cm^2/s}\), \(Q_b=1.1\) eV and \(\delta=0.5\) nm. Segregation has \(s_0=0.1\) and \(E_s=0.4\) eV, and each anneal lasts 24 h, or 86 400 s.

Then \(Q_b-E_s=0.7\) eV is below \(Q/2=1.0\) eV, and \(E_L=(0.7-1.0)/2=-0.15\) eV.

At 900 K, \(s=17.4\), \(D_b=6.92\times10^{-7}\ \mathrm{cm^2/s}\) and \(D=3.79\times10^{-12}\ \mathrm{cm^2/s}\). The two factors in \(L^2\) are
\[
\frac{s\delta D_b}{2}=\frac{17.4(5\times10^{-8})(6.92\times10^{-7})}{2}
=3.01\times10^{-13}\ \mathrm{cm^3/s},
\]
\[
\sqrt{\frac tD}=\sqrt{\frac{86400}{3.79\times10^{-12}}}
=1.51\times10^8\ \mathrm{s/cm}.
\]
Their product is \(4.55\times10^{-5}\ \mathrm{cm^2}\), so \(L=67\) µm and \(y_{10}=167\) µm. At 800 K the depth is 212 µm, larger by a factor 1.27.

The cause can be separated by changing one property at a time from its 900 K value to its 800 K value:

- Cooling the crystal diffusivity alone multiplies the depth by 2.24.
- Cooling the boundary diffusivity alone multiplies it by 0.41.
- Changing the segregation factor alone multiplies it by 1.38.

The first factor is the fourth root of the 25-fold drop in \(D\). The other two are the square roots of the changes in \(D_b\) and \(s\). If \(s\) is kept at its 900 K value while both diffusivities cool, the depth changes by a factor 0.92. In this example segregation therefore decides the sign, because \(Q_b\) alone is above \(Q/2\).

**Q:** You left out diffusion along \(y\) inside the crystal. Does that matter here?

**A:** The relevant measure compares \(L\) with the crystal diffusion length:
\[
\beta=\frac{L^2}{Dt}=\frac{s\delta D_b}{2D\sqrt{Dt}} .
\]
It must be large. At 900 K it is about 139, and it rises on cooling. A direct two-dimensional numerical solution with diffusion in both crystal directions gives 168 µm at 900 K and 212 µm at 800 K. The lengthwise term changes the depth by 0.3% at 900 K, relative to the same calculation without it, and by less at 800 K. The deepening is thus present in the fuller equations too.

**Q:** Does the cooler sample also take in more solute?

**A:** No, in this example it takes in less. Let \(N\) be the solute that has leaked into both sides, per unit length of the boundary's trace on the surface, divided by the surface concentration. Integrating \(\bar c\) over \(x\) gives \(\bar u\sqrt{D/p}\), and integrating \(e^{-\kappa y}\) over \(y\) gives \(1/\kappa\). With \(\kappa=(pt)^{1/4}/L\),
\[
\bar N=2\sqrt{\frac Dp}\,\frac1{p\kappa}
=2\sqrt D\,L\,t^{-1/4}p^{-7/4}.
\]
For this inversion \(Lt^{-1/4}\) is a constant, because \(L\propto t^{1/4}\). The inverse of \(p^{-7/4}\) is \(t^{3/4}/\Gamma(7/4)\), so
\[
N=\frac{2\sqrt{Dt}\,L}{\Gamma(7/4)} .
\]
This is a depth times a side width. Between 900 and 800 K the side width \(\sqrt{Dt}\) falls from 5.7 to 1.1 µm, while \(L\) rises from 67 to 86 µm. As a result \(N\) falls from 839 to 213 µm², to about a quarter. The cooler profile is longer and much thinner.

This affects what you measure. A method that averages over a slice parallel to the surface sees mostly the side layers, so its signal can weaken even as the boundary profile lengthens. A fixed absolute detection threshold adds another dependence. The boundary concentration is \(s\) times the adjoining crystal concentration, so a fixed threshold in the boundary corresponds to a fraction \(u\) that changes with temperature through \(s\), and also through the surface concentration if that varies. The criterion above is for a fixed fraction.

**Q:** Surely the depth cannot keep growing as I cool further?

**A:** It cannot, because the drain eventually becomes negligible. Boundary storage must then be restored. Set \(y=z\sqrt{D_bt}\) and \(p=q/t\) in the full expression for \(\kappa\):
\[
\kappa y=z\left[q+\frac{2\sqrt{Dt}}{s\delta}\sqrt q\right]^{1/2}
=z\left[q+\frac{\sqrt q}{\theta}\right]^{1/2}.
\]
The 10% depth therefore has the form
\[
y_{10}=\sqrt{D_bt}\;G(\theta).
\]
For small \(\theta\), leakage dominates and \(G\to2.484\sqrt\theta\), which reproduces \(2.484L\). For large \(\theta\) the leakage term disappears. The transform becomes \(e^{-z\sqrt q}/q\), whose inverse is \(\operatorname{erfc}(z/2)\), so \(G\to2\operatorname{erfc}^{-1}(0.1)=2.33\). The depth then follows \(\sqrt{D_bt}\) and falls on cooling with activation energy \(Q_b/2\). Segregation no longer helps, because it multiplies storage and transport in the boundary equally.

To locate the turning point, let \(g=d\ln G/d\ln\theta\). Since \(\theta\propto s/\sqrt D\), its logarithm changes with \(1/kT\) at the rate \(E_s+Q/2\). At fixed time,
\[
\frac{d\ln y_{10}}{d(1/kT)}=-\frac{Q_b}{2}+g\left(E_s+\frac Q2\right).
\]
Setting this to zero gives
\[
g=\frac{Q_b}{Q+2E_s}.
\]
The slope \(g\) tends to 1/2 at small \(\theta\) and to zero at large \(\theta\). Numerically it fell steadily over 25 values of \(\theta\) from \(10^{-3}\) to \(10^3\). The required value lies below 1/2 precisely when \(Q_b<Q/2+E_s\), which is the same criterion as before. So a system that deepens on cooling in the leakage limit also has a temperature of greatest depth.

Here the condition is \(g=1.1/2.8=0.39\), reached at \(\theta=0.28\) and 678 K (405 °C). The greatest depth is 282 µm. At 600 K, \(\theta=6.3\) and the depth is down to 156 µm, whereas the leakage formula would still give \(2.484\times177=440\) µm. A longer anneal moves the maximum to a lower temperature: for a chosen fraction \(u\), the required \(\theta\) is set by the energies, so a larger \(\sqrt t\) must be offset by a larger \(s/\sqrt D\).

**Q:** My copper has many grains. Does a single-boundary result still apply?

**A:** It applies when neighbouring boundaries are much farther apart than \(2\sqrt{Dt}\), which is 11 µm at 900 K. The depths in µm also assume a boundary that runs straight inward over the whole depth; in smaller grains, inclined boundaries and triple junctions change the numbers. In the opposite limit the result reverses if \(Q_b>E_s\), as it is here. Consider parallel boundaries a distance \(d\) apart, with the crystal between them filled evenly from side to side. Each boundary then supplies a crystal width \(d\). If \(s\delta\ll d\) and lengthwise crystal transport is negligible,
\[
d\,\frac{\partial u}{\partial t}=s\delta D_b\frac{\partial^2u}{\partial y^2},
\qquad
y_{10}=2.33\sqrt{\frac{s\delta D_bt}{d}} .
\]
For \(d=1\) µm this gives about 530 µm at 900 K and 300 µm at 800 K. At 800 K \(\sqrt{Dt}\) is close to \(d\), so filling is not quite even and the depth is nearer 308 µm. The depth now falls on cooling, with activation energy \((Q_b-E_s)/2\), because the crystal keeps pace with the boundaries. The solute it takes up is then set by its width \(d\), and slower crystal diffusion no longer weakens the drain. Fine grains can therefore hide the effect while the crystal between boundaries fills evenly. On further cooling \(\sqrt{Dt}\) becomes much smaller than \(d\), and the single-boundary result returns.

**Q:** How far would you trust the example for real silver in copper?

**A:** I would trust the mechanism, and the depths to within a factor of about two, more than the temperature of the maximum. The prefactors are not fitted to measurements. An \(s_0\) four times smaller would halve the depths in the leakage limit and move the maximum to about 640 K. The parameters are rough, and real boundaries differ in structure, so one set of energies cannot describe them all. The margin in the criterion is 0.3 eV; an increase of that size in \(Q_b-E_s\) would remove the deepening.

Dislocations crossing the boundary add another drain. Treat each as a pipe of radius \(r=\delta/2\), with the boundary's \(D_b\) and \(s\). A steady radial leak \(2\pi Du/\ln(\sqrt{Dt}/r)\) per unit length, balanced against transport along the pipe, gives a reach
\[
\ell=r\left[\frac{sD_b\ln(\sqrt{Dt}/r)}{2D}\right]^{1/2}.
\]
For \(\rho\) pipes per unit area, the added flux is \(\rho\pi r^2sD_bu/\ell\), to be compared with \(u\sqrt{D/(\pi t)}\) into perfect crystal. At an assumed \(\rho=10^6\ \mathrm{cm^{-2}}\) the ratio is 6% at 900 K and 2% at 700 K. This estimate treats the crystal around each pipe as empty, which needs \(\ell\) much longer than \(\sqrt{Dt}\). That holds at 700 K, where \(\ell\) is about 9 µm and \(\sqrt{Dt}\) is 0.14 µm. At 900 K \(\ell\) is only about 1 µm and \(\sqrt{Dt}\) is 5.7 µm, so the pipe runs through crystal that already holds solute, and 6% overstates the extra drain. Since depth varies as the inverse square root of the leak, the 900 K depth would be smaller by less than about 3%. Heavily deformed metal, with far more dislocations, would not allow so small a correction.

The solute must also stay dilute in the boundary. One per cent filling is reached at a surface solute fraction of about \(6\times10^{-4}\) at 900 K, but already at \(1.3\times10^{-4}\) at 700 K. Near saturation, \(s\) can no longer rise by its dilute law. The case with \(s\) held fixed is not a model of saturation, but it shows how much the example relies on that rise: without it, the depth factor from 900 to 800 K is 0.92 instead of 1.27. What filling does depends on how depth is defined, because the boundary concentration is then no longer proportional to \(u\). Take site-blocking segregation with constant \(D_b\). For the depth at \(u=0.1\), the factor from 900 to 800 K falls to about 1.22 when the boundary at the surface is 9% full at 900 K, to about 1.0 at half filling, and below 1 beyond that. For the depth at which the boundary concentration itself falls to 10% of its surface value, the factor stays between about 1.24 and 1.27, because that point lies in the dilute tail.

To look for the effect, I would use coarse-grained, well-annealed samples, a dilute source of constant strength and equal times, and choose temperatures on both sides of the expected maximum. The numerical output lists the depths and the validity measures \(\theta\) and \(\beta\) from 900 to 600 K.

## Calculated quantities

```
Rough parameters, regime of dilute silver in copper boundaries
crystal: D0 = 0.60 cm2/s, Q = 2.00 eV
boundary: Db0 = 1.00 cm2/s, Qb = 1.10 eV
segregation: s0 = 0.10, Es = 0.40 eV
boundary width = 0.50 nm, anneal time = 24 h
Qb - Es = 0.70 eV, Q/2 = 1.00 eV
apparent energy of depth, formula = -0.150 eV
apparent energy near 900 K, numerical = -0.150 eV
eta10 = y10/L in leakage limit = 2.4838
y10/sqrt(Db t) without leakage = 2.3262
depth factor for 16 times the time at 900 K = 2.000
T(K)  D(cm2/s)  Db(cm2/s)  s
900  3.790e-12  6.923e-07  17.4
850  8.315e-13  3.006e-07  23.5
800  1.509e-13  1.176e-07  33.1
750  2.181e-14  4.058e-08  48.7
700  2.392e-15  1.203e-08  75.8
650  1.867e-16  2.959e-09  126.3
600  9.526e-18  5.760e-10  229.0
T(K)  sqrt(Dt)(um)  theta  beta  L(um)  y10(um)
900  5.7224  7.590e-04  1.386e+02  67.4  167.3
850  2.6803  2.195e-03  7.934e+02  75.5  187.3
800  1.1419  7.248e-03  5.647e+03  85.8  212.5
750  0.4341  2.807e-02  5.221e+04  99.2  243.5
700  0.1438  1.319e-01  6.633e+05  117.1  275.5
650  0.0402  7.862e-01  1.246e+07  141.8  264.6
600  0.0091  6.311e+00  3.816e+08  177.2  155.7
Depth factors from 900 K to 800 K:
only D cooled = 2.236
only Db cooled = 0.412
only s changed = 1.380
D and Db cooled, s kept = 0.921
all changed = 1.270
900 K: full 2D depth = 167.7 um, lengthwise effect = 0.28 %
900 K: side uptake/c_surface = 839.0 um2 (2D: 839.2 um2)
800 K: full 2D depth = 212.4 um, lengthwise effect = 0.01 %
800 K: side uptake/c_surface = 213.2 um2 (2D: 212.6 um2)
side uptake factor, 900 to 800 K = 0.254
slope g needed at maximum = 0.3929
temperature of maximum = 678.1 K (slope rule 678.1 K)
theta at maximum = 0.2789
greatest y10 = 281.7 um
dislocation density assumed = 1.0e+06 cm^-2
900 K: dislocation/plain leak = 6.33 %, c_surface for 1% filling = 5.8e-04
800 K: dislocation/plain leak = 3.93 %, c_surface for 1% filling = 3.0e-04
700 K: dislocation/plain leak = 2.19 %, c_surface for 1% filling = 1.3e-04
```
